\section*{Two excitations in the resonant Tavis-Cummings model and the harmonic ladder}

\section{Problem}

A cavity mode is coupled to $N$ identical two-level molecules. Each molecule has a ground state and one excited state; $\sigma_i^+$ excites molecule $i$, $\sigma_i^-$ de-excites it, and $\sigma_i^+$ gives zero on a molecule that is already excited. The operator $a$ removes one photon. With $\hbar=1$ the Tavis-Cummings Hamiltonian on resonance is
\begin{equation}
H=\omega\, a^\dagger a+\omega\sum_{i=1}^N\sigma_i^+\sigma_i^-+V,
\qquad
V=g\sum_{i=1}^N\left(a^\dagger\sigma_i^-+a\,\sigma_i^+\right),
\label{eq:H}
\end{equation}
where $\omega$ is the energy of one photon and also of one molecular excitation, and $g>0$ is the coupling of a single molecule. Losses, disorder and direct interaction between molecules are left out. So are the terms that create or destroy a photon and an excitation together, which requires $g\sqrt N\ll\omega$.

For comparison, replace every molecule by a harmonic oscillator of the same energy $\omega$ and the same coupling $g$, that is, $\sigma_i^-\to b_i$ with $[b_i,b_j^\dagger]=\delta_{ij}$. An oscillator can be excited more than once.

\begin{enumerate}
\item Estimate by scaling how far the two-excitation levels of the molecules lie from those of the oscillators.
\item Find the energies and eigenvectors of the two-excitation states of \eqref{eq:H} that are symmetric under exchange of molecules, for $N\ge2$.
\item Find the corresponding levels of the oscillators and compare. Evaluate both for $\omega=80$, $g=1$ (in $\mathrm{m}E_h$) and $N=4$.
\end{enumerate}

\section{Estimate by scaling}

One photon can be absorbed by any of $N$ molecules. The $N$ amplitudes $g$ lead to $N$ orthogonal final states, so the total coupling strength is $Ng^2$ and the collective coupling is $g\sqrt N$. This sets the energy scale of the splitting per quantum. If two quanta did not disturb each other, the outermost levels would be displaced from $2\omega$ by about $2g\sqrt N$.

Two-level molecules differ from oscillators only when both quanta fall on the same molecule. If the second quantum picks a molecule at random, this happens with probability $1/N$. A fraction of order $1/N$ of the coupling is therefore missing, and the levels should change by
\begin{equation}
\delta\sim\frac1N\,g\sqrt N=\frac{g}{\sqrt N}.
\label{eq:estimate}
\end{equation}
Weaker coupling means smaller splitting, so the outer levels should move inward, towards $2\omega$. For $N=4$ and $g=1\,\mathrm{m}E_h$ the estimate is $0.5\,\mathrm{m}E_h$. The argument gives the power of $N$ and the direction, but not the numerical factor.

\section{Exact solution for two-level molecules}

\subsection{The symmetric block}

Each term of $V$ exchanges a photon for a molecular excitation or the reverse, so the total number of excitations is conserved. With two excitations, the first two terms of $H$ give $2\omega$ for every state, because photons and molecular excitations cost the same. Hence $H=2\omega+V$ in this space, and it remains to diagonalize $V$.

Let $|i\rangle$ be the state with molecule $i$ excited and $|ij\rangle$ the state with molecules $i\neq j$ excited. The normalized symmetric matter states are
\begin{equation}
|S_1\rangle=\frac1{\sqrt N}\sum_i|i\rangle,
\qquad
|S_2\rangle=\frac1{\sqrt{M}}\sum_{i<j}|ij\rangle,
\qquad M=\frac{N(N-1)}2,
\end{equation}
where $M$ is the number of pairs. With $|G\rangle$ for all molecules in the ground state and the photon number written first, the symmetric two-excitation states are $|2,G\rangle$, $|1,S_1\rangle$ and $|0,S_2\rangle$. Since $V$ treats all molecules alike, it cannot lead out of this set. The full space also contains non-symmetric states, but they are not reached from $|2,G\rangle$.

Start with two photons. Since $a|2\rangle=\sqrt2\,|1\rangle$,
\begin{equation}
V|2,G\rangle=g\sqrt2\sum_i|1,i\rangle=g\sqrt{2N}\,|1,S_1\rangle .
\label{eq:A}
\end{equation}
From $|1,S_1\rangle$ the remaining photon can be absorbed, with $a|1\rangle=|0\rangle$, by any molecule that is not yet excited:
\begin{align}
g\sum_i a\,\sigma_i^+|1,S_1\rangle
&=\frac{g}{\sqrt N}\sum_j\sum_{i\ne j}|0,ij\rangle
=\frac{2g}{\sqrt N}\sum_{i<j}|0,ij\rangle \nonumber\\
&=\frac{2g}{\sqrt N}\sqrt{\frac{N(N-1)}2}\;|0,S_2\rangle
=g\sqrt{2(N-1)}\;|0,S_2\rangle .
\label{eq:B}
\end{align}
The factor 2 in the first line arises because each pair is reached twice: $i$ may be excited first and $j$ second, or the reverse. The other part of $V$ returns $|1,S_1\rangle$ to $|2,G\rangle$ with the element already found in \eqref{eq:A}, since $V$ is Hermitian.

Define
\begin{equation}
A=g\sqrt{2N},\qquad B=g\sqrt{2(N-1)} .
\end{equation}
In the order $|2,G\rangle,|1,S_1\rangle,|0,S_2\rangle$ the block is
\begin{equation}
V=\begin{pmatrix}0&A&0\\A&0&B\\0&B&0\end{pmatrix}.
\label{eq:block}
\end{equation}

\subsection{Energies}

Let $\lambda$ be the energy measured from $2\omega$. Expanding the determinant along the first row gives
\begin{align}
\det(V-\lambda)
&=-\lambda\left(\lambda^2-B^2\right)-A\left[A(-\lambda)\right]\nonumber\\
&=-\lambda\left(\lambda^2-A^2-B^2\right)=0 .
\end{align}
The sum of squares is $A^2+B^2=2g^2N+2g^2(N-1)=g^2(4N-2)$. Therefore
\begin{equation}
E_0=2\omega,\qquad E_\pm=2\omega\pm g\sqrt{4N-2}\qquad(N\ge2).
\label{eq:levels}
\end{equation}

For $N=1$ there is no pair of molecules and the state $|0,S_2\rangle$ does not exist. The block then has two rows, with the single element $A=g\sqrt2$, and its levels are $2\omega\pm g\sqrt2$. The outer formula still holds, but the middle level is absent.

\subsection{Eigenvectors}

For a vector $(x,y,z)$ the eigenvalue equations are
\begin{equation}
Ay=\lambda x,\qquad Ax+Bz=\lambda y,\qquad By=\lambda z .
\label{eq:eig}
\end{equation}
If $\lambda=0$, the first equation gives $y=0$ and the second gives $z=-Ax/B$. The vector is proportional to $(B,0,-A)$. Dividing by its norm $g\sqrt{4N-2}$ and cancelling a common factor $g\sqrt2$ gives
\begin{equation}
v_0=\frac1{\sqrt{2N-1}}\left(\sqrt{N-1},\;0,\;-\sqrt N\right).
\end{equation}
If $\lambda=\pm\Lambda$ with $\Lambda=g\sqrt{4N-2}$, the choice $x=A$ gives $y=\pm\Lambda$ from the first equation and $z=B$ from the third. The second is then satisfied because $A^2+B^2=\Lambda^2$. The squared norm is $A^2+\Lambda^2+B^2=2\Lambda^2$, so
\begin{equation}
v_\pm=\frac1{\sqrt{4N-2}}\left(\sqrt N,\;\pm\sqrt{2N-1},\;\sqrt{N-1}\right).
\end{equation}

The mean photon number is twice the first probability plus the second:
\begin{equation}
\bar n_0=\frac{2(N-1)}{2N-1},\qquad
\bar n_\pm=\frac{2N}{4N-2}+\frac12=\frac{4N-1}{4N-2}.
\label{eq:photons}
\end{equation}
The middle state holds less than one photon on average. Its two amplitudes must cancel in the second equation of \eqref{eq:eig}, $Ax+Bz=0$, and since $B<A$ the matter amplitude $z$ has to be the larger one. The outer states hold more than one photon on average, since there $x/z=A/B>1$. Both means approach one as $N$ grows.

\section{Exact solution for the oscillators}

Define the collective oscillator $b=N^{-1/2}\sum_i b_i$. It satisfies $[b,b^\dagger]=N^{-1}\sum_i1=1$, and the coupling becomes
\begin{equation}
V_{\rm h}=g\sum_i(a^\dagger b_i+a\,b_i^\dagger)=g\sqrt N\,(a^\dagger b+a\,b^\dagger).
\end{equation}
The $N-1$ oscillator modes orthogonal to $b$ are not coupled to the cavity. Now set $p_\pm=(a\pm b)/\sqrt2$. Then
\begin{equation}
p_\pm^\dagger p_\pm=\tfrac12\left(a^\dagger a+b^\dagger b\right)\pm\tfrac12\left(a^\dagger b+b^\dagger a\right).
\end{equation}
The sum of the two operators is $a^\dagger a+b^\dagger b$ and their difference is $a^\dagger b+b^\dagger a$. With $n_\pm$ quanta in the two modes, the energy is therefore
\begin{equation}
E=(n_++n_-)\,\omega+(n_+-n_-)\,g\sqrt N .
\end{equation}
These modes are the upper and lower polaritons, and each has equally spaced levels. Two quanta in these two modes can be distributed as $(n_+,n_-)=(2,0),(1,1),(0,2)$, which gives
\begin{equation}
E^{\rm h}_\pm=2\omega\pm2g\sqrt N,\qquad E^{\rm h}_0=2\omega .
\label{eq:harm}
\end{equation}
Since $a=(p_++p_-)/\sqrt2$, and the cross terms have no expectation value in a state of definite $n_+$ and $n_-$, the mean photon number is $(n_++n_-)/2=1$ in all three states.

\section{Comparison}

\subsection{Size of the shift}

The middle level is the same in both models. Each outer level of the molecules lies closer to $2\omega$ by
\begin{equation}
\delta=g\left(2\sqrt N-\sqrt{4N-2}\right)=\frac{2g}{2\sqrt N+\sqrt{4N-2}},
\label{eq:delta}
\end{equation}
where the second form follows on multiplying and dividing by the sum of the roots, since $4N-(4N-2)=2$. For large $N$, the expansion $\sqrt{1-u}=1-u/2-u^2/8-\dots$ with $u=1/(2N)$ gives
\begin{equation}
\delta=2g\sqrt N\left(\frac1{4N}+\frac1{32N^2}+\dots\right)
=\frac{g}{2\sqrt N}\left(1+\frac1{8N}+\dots\right).
\label{eq:expand}
\end{equation}
The scaling estimate \eqref{eq:estimate} has the right power of $N$ and the right direction. It is too large by a factor that tends to 2.

\subsection{Origin of the factor one half}

The two-quantum state of the collective oscillator shows what the molecules lack. Using $(b_i^\dagger)^2|G\rangle=\sqrt2\,|2_i\rangle$, where $|2_i\rangle$ has both quanta on oscillator $i$,
\begin{equation}
\frac{(b^\dagger)^2}{\sqrt2}|G\rangle
=\frac1N\left(\sum_i|2_i\rangle+\sqrt2\sum_{i<j}|ij\rangle\right).
\end{equation}
The doubly excited oscillators carry the weight $N\cdot N^{-2}=1/N$, as the estimate assumed. The oscillators have the same block \eqref{eq:block} with both elements equal to $g\sqrt{2N}$: in the second, $b^\dagger$ acts on one quantum and supplies the $\sqrt2$ that $a$ supplies in the first. Removing the states $|2_i\rangle$ reduces the squared element to
\begin{equation}
B^2=2Ng^2\left(1-\frac1N\right)=2(N-1)g^2,
\end{equation}
in agreement with \eqref{eq:B}. The fraction $1/N$ is thus lost from the \emph{square} of the coupling. The element itself changes, to leading order, by
\begin{equation}
\Delta B\approx-\frac1{2N}\,g\sqrt{2N}.
\end{equation}
First-order perturbation theory then gives the level shift. For equal elements the upper eigenvector is $(\tfrac12,\tfrac1{\sqrt2},\tfrac12)$, so
\begin{equation}
\Delta E_+\approx2\cdot\frac1{\sqrt2}\cdot\frac12\,\Delta B
=\frac{\Delta B}{\sqrt2}=-\frac{g}{2\sqrt N}.
\end{equation}
This is the leading term of \eqref{eq:expand}. The factor can also be read from the displacement $\sqrt{A^2+B^2}$. Only $B^2$ loses the fraction $1/N$, so the sum loses $1/(2N)$; the square root halves this again to $1/(4N)$; and the displacement it multiplies is $2g\sqrt N$, not $g\sqrt N$. The product is $g/(2\sqrt N)$. Had both squared elements lost the fraction $1/N$, the shift would tend to $g/\sqrt N$, the value of the estimate.

\subsection{Numbers for four molecules}

For $N=4$ and $g=1\,\mathrm{m}E_h$ the elements are $A=\sqrt8=2.828$ and $B=\sqrt6=2.449\,\mathrm{m}E_h$. The outer levels are displaced from $2\omega=160\,\mathrm{m}E_h$ by
\begin{equation}
\sqrt{8+6}=3.742\,\mathrm{m}E_h\;(101.8\,\mathrm{meV}),
\end{equation}
while the oscillators give $2\sqrt4=4\,\mathrm{m}E_h$ ($108.8\,\mathrm{meV}$). The shift is $\delta=0.258\,\mathrm{m}E_h$ ($7.0\,\mathrm{meV}$), about $6.5\%$ of the harmonic displacement. The scaling estimate was $0.5\,\mathrm{m}E_h$; with the factor one half it becomes $0.25\,\mathrm{m}E_h$, about $3\%$ below the exact value, as the correction $1/(8N)=1/32$ leads one to expect.

The outer states contain two, one and no photons with probabilities $4/14=0.286$, $0.5$ and $3/14=0.214$, and their mean photon number is $1.071$. For the middle state the probabilities are $3/7=0.429$, $0$ and $4/7=0.571$, with mean $0.857$. The condition $g\sqrt N\ll\omega$ is met, since $2/80=0.025$. The omitted terms have elements of order $g\sqrt N$ and connect states about $2\omega$ apart, so in second order they lower the ground state by $Ng^2/(2\omega)=0.025\,\mathrm{m}E_h$. The two-excitation levels have larger elements and fall by about $0.054\,\mathrm{m}E_h$. When these terms are kept in both models, $\delta$ becomes about $0.28\,\mathrm{m}E_h$ for the lower level and $0.24\,\mathrm{m}E_h$ for the upper one, and the middle levels differ by about $0.02\,\mathrm{m}E_h$. The second and third decimals of the energies quoted here in $\mathrm{m}E_h$ therefore hold only for the Hamiltonian \eqref{eq:H} itself.

The shift also appears in the steps of the ladder. With one excitation, $V$ couples $|1,G\rangle$ to $|0,S_1\rangle$ with $g\sqrt N$ in both models, so the first levels are $\omega\pm g\sqrt N$. For the upper polariton the first step is $82\,\mathrm{m}E_h$ and the second is
\begin{equation}
\omega+g\left(\sqrt{4N-2}-\sqrt N\right)=80+3.742-2=81.742\,\mathrm{m}E_h .
\end{equation}
For the lower polariton the steps are $78$ and $78.258\,\mathrm{m}E_h$. The second quantum thus costs less than the first on the upper ladder and more on the lower one, by $\delta$ in each case. To distinguish the steps spectroscopically, the lines must be narrower than roughly $\delta$. This is a demanding condition: $g=1\,\mathrm{m}E_h$ ($27\,\mathrm{meV}$) is a very large coupling for one molecule, and cavities small enough to give it usually have lines broader than $7\,\mathrm{meV}$.

The numerical output gives the same comparison for other $N$. Its levels come from diagonalizing the full space of molecular configurations, without assuming the symmetric basis.

\subsection{Many molecules, and detuning}

There are two ways to let $N$ grow. At fixed $g$, the shift falls as $1/\sqrt N$ while the splitting grows. At fixed collective coupling $g\sqrt N$, which is what the one-excitation splitting measures, \eqref{eq:expand} gives
\begin{equation}
\frac{\delta}{g\sqrt N}\approx\frac1{2N}.
\end{equation}
The computed ratio falls from $0.268$ at $N=2$ to $0.0125$ at $N=40$. Two polaritons shared among many molecules therefore behave nearly as independent bosons. This statement concerns two quanta. Equation \eqref{eq:levels} holds only for two; a larger number needs a block of its own, which has more rows if $N>2$. The chance that some two quanta fall on the same molecule also grows, because $n$ quanta form $n(n-1)/2$ pairs. If all quanta are in the molecules, each pair has a chance of about $1/N$, and the total is no longer small once $n$ approaches $\sqrt N$. In a polariton the chance is lower, since each quantum is half photon. This chance is not the size of the energy correction. For $n\ll N$ the $n$-th step of the upper ladder is reduced by about $(n-1)/(2N)$ of $g\sqrt N$, which is still small at $n\approx\sqrt N$ ($0.045$ for $N=100$, $n=10$); the steps depart strongly from equal spacing only when $n$ is comparable to $N$.

The agreement of the middle levels depends on resonance. Let the photon energy exceed the molecular energy by $\Delta$, and measure energies from the sum of the two. The diagonal of \eqref{eq:block} becomes $(\Delta,0,-\Delta)$, and
\begin{equation}
\det V=\Delta\left(0-B^2\right)-A\left[A(-\Delta)\right]=\Delta\left(A^2-B^2\right)=2g^2\Delta .
\end{equation}
For the oscillators $A=B$, the determinant vanishes, and zero remains an eigenvalue. For the molecules it does not vanish when $\Delta\ne0$, so the middle level moves away from zero. For a detuning up to about the collective splitting, all three levels can therefore reveal that a molecule cannot be excited twice. At larger $|\Delta|$ the differences decay, fastest for the photon-like outer level: for $N=4$ and $\Delta=10\,\mathrm{m}E_h$ the lower, middle and upper levels differ from those of the oscillators by $0.182$, $-0.176$ and $-0.007\,\mathrm{m}E_h$.

\section*{Calculated quantities}
\begin{verbatim}
omega = 80.0 mEh, g = 1.0 mEh, N = 4
1 mEh = 27.2114 meV
element <1,S1|H|2,G> = 2.8284 mEh
element <0,S2|H|1,S1> = 2.4495 mEh
same element, harmonic = 2.8284 mEh
harmonic weight on doubly excited molecules = 0.2500
one-excitation offsets = -2.0000, 2.0000 mEh
lower level, two-level molecules: offset -3.7417 mEh = -101.82 meV
  total energy 156.2583 mEh
  probabilities of 2, 1, 0 photons: 0.2857, 0.5000, 0.2143
  mean photon number 1.0714
  harmonic offset -4.0000 mEh = -108.85 meV
middle level, two-level molecules: offset 0.0000 mEh = 0.00 meV
  total energy 160.0000 mEh
  probabilities of 2, 1, 0 photons: 0.4286, 0.0000, 0.5714
  mean photon number 0.8571
  harmonic offset 0.0000 mEh = 0.00 meV
upper level, two-level molecules: offset 3.7417 mEh = 101.82 meV
  total energy 163.7417 mEh
  probabilities of 2, 1, 0 photons: 0.2857, 0.5000, 0.2143
  mean photon number 1.0714
  harmonic offset 4.0000 mEh = 108.85 meV
inward shift delta = 0.2583 mEh = 7.03 meV
estimate g/(2 sqrt N) = 0.2500 mEh
upper ladder: first step 82.0000 mEh, second step 81.7417 mEh
lower ladder: first step 78.0000 mEh, second step 78.2583 mEh
Upper offsets in mEh: N, two-level, harmonic, delta, g/(2 sqrt N)
    2    2.4495    2.8284   0.3789   0.3536
    4    3.7417    4.0000   0.2583   0.2500
   10    6.1644    6.3246   0.1601   0.1581
   40   12.5698   12.6491   0.0793   0.0791
delta / (g sqrt N), no unit: N=2: 0.2679, N=4: 0.1292, N=10: 0.0506, N=40: 0.0125
N = 1 offsets = -1.4142, 1.4142 mEh
\end{verbatim}
